# Sublattice sign of adatom interactions on a half-filled bipartite lattice: a numerical check

```python
"""
Result under test: on a bipartite lattice at half filling (chemical potential 0),
two equal weak site-energy shifts U have the interaction energy
    W = Omega(i,j) - Omega(i) - Omega(j) + Omega(0) = U^2 chi_ij,
with chi_ij < 0 on the same sublattice and chi_ij > 0 on opposite sublattices.
Omega: grand potential; chi_ij: static density response; G: Green function at
imaginary frequency; kT: thermal energy. For U -> infinity both signs reverse.
Example: graphene pi model, energies in eV, lengths in angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

KB = const.k / const.e
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10   # eV angstrom


# ---------- general small lattices, one spin, dimensionless energies ----------
def grand_potential(h, kt):
    return -kt * np.logaddexp(0, -np.linalg.eigvalsh(h) / kt).sum()


def response_from_states(h, kt, mu=0.0):
    """Static density response from the sum over pairs of eigenstates."""
    e, c = np.linalg.eigh(h)
    occ = 0.5 * (1 - np.tanh((e - mu) / (2 * kt)))
    gap = e[:, None] - e[None, :]
    close = np.abs(gap) < 1e-7
    slope = -occ * (1 - occ) / kt
    ratio = np.where(close, slope[:, None],
                     (occ[:, None] - occ[None, :]) / np.where(close, 1, gap))
    return np.einsum('im,in,jn,jm,mn->ij', c.conj(), c, c.conj(), c, ratio,
                     optimize=True).real


def green_products(hop, omegas):
    """G_ij G_ji from the sublattice-block formulas, for each frequency."""
    na, nb = hop.shape
    w2 = omegas[:, None, None]**2
    ma = np.linalg.inv(w2 * np.eye(na) + hop @ hop.conj().T)
    mb = np.linalg.inv(w2 * np.eye(nb) + hop.conj().T @ hop)
    out = np.empty((len(omegas), na + nb, na + nb))
    out[:, :na, :na] = -w2 * np.abs(ma)**2
    out[:, na:, na:] = -w2 * np.abs(mb)**2
    cross = np.abs(ma @ hop)**2
    out[:, :na, na:] = cross
    out[:, na:, :na] = np.swapaxes(cross, 1, 2)
    return out


rng = np.random.default_rng(7)
kt_small = 0.3
matsubara_small = (2 * np.arange(3000) + 1) * np.pi * kt_small
pairs_tested = 0
worst_difference = 0.0
for na, nb, is_complex in [(6, 6, False), (5, 7, False), (6, 6, True), (5, 7, True)]:
    hop = rng.normal(size=(na, nb))
    if is_complex:
        hop = hop + 1j * rng.normal(size=(na, nb))
    n = na + nb
    h = np.block([[np.zeros((na, na)), hop], [hop.conj().T, np.zeros((nb, nb))]])
    sub = np.array([1] * na + [-1] * nb)
    products = green_products(hop, matsubara_small)
    chi_formula = 2 * kt_small * products.sum(axis=0)
    chi_states = response_from_states(h, kt_small)
    omega0 = grand_potential(h, kt_small)

    def shifted(sites, u):
        d = np.zeros(n)
        d[list(sites)] = u
        return grand_potential(h + np.diag(d), kt_small)

    def removed(sites):
        keep = [s for s in range(n) if s not in sites]
        return grand_potential(h[np.ix_(keep, keep)], kt_small)

    for i in range(n):
        for j in range(i + 1, n):
            u = 1e-3
            w_direct = shifted((i, j), u) - shifted((i,), u) - shifted((j,), u) + omega0
            diff = abs(w_direct / u**2 - chi_formula[i, j])
            worst_difference = max(worst_difference, diff)
            # finite difference: error of order u^2 plus rounding/u^2
            assert diff < 1e-4
            assert abs(chi_states[i, j] - chi_formula[i, j]) < 1e-7
            assert chi_states[i, j] * sub[i] * sub[j] < 0
            w_removed = removed((i, j)) - removed((i,)) - removed((j,)) + omega0
            assert w_removed * sub[i] * sub[j] > 0
            pairs_tested += 1
    # W is even in U
    w_plus = shifted((0, 1), 0.7) - shifted((0,), 0.7) - shifted((1,), 0.7) + omega0
    w_minus = shifted((0, 1), -0.7) - shifted((0,), -0.7) - shifted((1,), -0.7) + omega0
    assert abs(w_plus - w_minus) < 1e-10

    # adsorbate orbitals at energy level, coupled by w to sites i and j
    level, w = -2.0, 0.03

    def with_orbitals(i, j, wi, wj):
        big = np.zeros((n + 2, n + 2), dtype=h.dtype)
        big[:n, :n] = h
        big[n, n] = big[n + 1, n + 1] = level
        big[i, n] = big[n, i] = wi
        big[j, n + 1] = big[n + 1, j] = wj
        return grand_potential(big, kt_small)

    for i, j in [(0, 1), (0, na)]:
        direct = (with_orbitals(i, j, w, w) - with_orbitals(i, j, w, 0)
                  - with_orbitals(i, j, 0, w) + with_orbitals(i, j, 0, 0)) / w**4
        terms = 2 * kt_small * products[:, i, j] / (1j * matsubara_small - level)**2
        # next order in w^2 is below a percent of the summed magnitudes
        assert abs(direct - terms.real.sum()) < 0.02 * np.abs(terms).sum() + 1e-7

# two-site molecule, one electron of one spin
def lowest(u1, u2):
    return np.linalg.eigvalsh(np.array([[u1, -1.0], [-1.0, u2]]))[0]


u = 0.1
w_dimer = lowest(u, u) - 2 * lowest(u, 0) + lowest(0, 0)
assert abs(w_dimer - (2 * np.sqrt(1 + u * u / 4) - 2)) < 1e-13
assert abs(w_dimer / (u * u / 4) - 1) < 1e-3

# chain: the sign at two spacings is lost at quarter filling
ring = -(np.roll(np.eye(40), 1, axis=0) + np.roll(np.eye(40), -1, axis=0))
chain_half = response_from_states(ring, 0.05, 0.0)[0, 2]
chain_quarter = response_from_states(ring, 0.05, -np.sqrt(2))[0, 2]
assert chain_half < 0 < chain_quarter

# ---------- graphene example ----------
T1, A0, U_SITE = 2.7, 2.46, 0.5            # rough typical values
DOPING, T2 = 0.2, 0.1
LEVEL, COUPLING = -2.0, 1.0
OHNO_SITE = 10.0
PAIRS = [('AB', 0, 0), ('AA', 1, 0), ('AB', -1, -1),
         ('AA', 2, 0), ('AB', -2, -2), ('AA', 3, 0)]
VEC1, VEC2 = A0 * np.array([1, 0]), A0 * np.array([0.5, np.sqrt(3) / 2])
same = np.array([p[0] == 'AA' for p in PAIRS])
distance = np.array([np.linalg.norm(a * VEC1 + b * VEC2 +
                     (0 if k == 'AA' else 1) * (VEC1 + VEC2) / 3) for k, a, b in PAIRS])


def zero_temperature_grid(nodes, scale=2.0):
    x, wt = np.polynomial.legendre.leggauss(nodes)
    return scale * (1 + x) / (1 - x), wt * 2 * scale / (1 - x)**2 / np.pi


def thermal_grid(kelvin, cutoff=60.0):
    kt = KB * kelvin
    om = np.arange(np.pi * kt, cutoff, 2 * np.pi * kt)
    return om, np.full(len(om), 2 * kt)


def crystal_green(mesh, omegas, mu=0.0, t2=0.0):
    """On-site and pair Green functions; mu is measured from the Dirac point."""
    k = 2 * np.pi * np.arange(mesh) / mesh
    k1, k2 = [q.ravel() for q in np.meshgrid(k, k, indexing='ij')]
    f = -T1 * (1 + np.exp(-1j * k1) + np.exp(-1j * k2))
    f2 = np.abs(f)**2
    band = -2 * t2 * (np.cos(k1) + np.cos(k2) + np.cos(k1 - k2))
    phase = np.array([np.exp(-1j * (a * k1 + b * k2)) for _, a, b in PAIRS]) / mesh**2
    rows_same, rows_opp = phase[same], phase[~same] * f
    onsite = np.empty(len(omegas), complex)
    pair = np.empty((len(omegas), len(PAIRS)), complex)
    for m, om in enumerate(omegas):
        z = 1j * om + mu + 3 * t2 - band
        d = 1 / (z * z - f2)
        zd = z * d
        onsite[m] = zd.mean()
        pair[m, same] = rows_same @ zd
        pair[m, ~same] = rows_opp @ d
    return onsite, pair


def second_order(pair, wt):
    return 2 * U_SITE**2 * (wt @ (pair**2).real)


def all_orders(onsite, pair, wt, u):
    tau = u / (1 - u * onsite)
    return -2 * (wt @ np.log(np.abs(1 - (tau[:, None] * pair)**2)))


def sites_removed(onsite, pair, wt):
    return -2 * (wt @ np.log(np.abs(1 - (pair / onsite[:, None])**2)))


om, wt = zero_temperature_grid(96)
g0, gp = crystal_green(301, om)
w2 = second_order(gp, wt)
w_full = all_orders(g0, gp, wt, U_SITE)
w_inf = sites_removed(g0, gp, wt)
om_c, wt_c = zero_temperature_grid(64)
g0_c, gp_c = crystal_green(202, om_c)
shift_w2 = np.max(np.abs(second_order(gp_c, wt_c) / w2 - 1))
shift_inf = np.max(np.abs(sites_removed(g0_c, gp_c, wt_c) / w_inf - 1))
assert np.all(w2[same] < 0) and np.all(w2[~same] > 0)
assert np.all(w_full[same] < 0) and np.all(w_full[~same] > 0)
assert np.all(w_inf[same] > 0) and np.all(w_inf[~same] < 0)
assert shift_w2 < 0.02


def reversal_shift(p):
    def energy(u):
        return all_orders(g0, gp[:, p:p + 1], wt, u)[0]
    grid = np.geomspace(U_SITE, 1e4, 120)
    val = np.array([energy(x) for x in grid])
    first = np.nonzero(val[:-1] * val[1:] < 0)[0][0]
    return brentq(energy, grid[first], grid[first + 1])


reverse_ab, reverse_aa = reversal_shift(0), reversal_shift(1)

om300, wt300 = thermal_grid(300)
w_300 = second_order(crystal_green(202, om300)[1], wt300)
w_doped = second_order(crystal_green(202, om300, mu=DOPING)[1], wt300)
w_t2 = second_order(crystal_green(202, om300, t2=T2)[1], wt300)
om900, wt900 = thermal_grid(900)
w_900 = second_order(crystal_green(202, om900)[1], wt900)
static_shift = -COUPLING**2 / LEVEL
w_level = 2 * COUPLING**4 * (wt @ (gp**2 / (1j * om[:, None] - LEVEL)**2).real)


# ---------- finite periodic cells: direct diagonalization and screening ----------
def site(cells, kind, a, b):
    return ((a % cells) * cells + b % cells) * 2 + (kind == 'AB')


def periodic_cell(cells):
    n = 2 * cells**2
    h = np.zeros((n, n))
    pos = np.zeros((n, 2))
    for a in range(cells):
        for b in range(cells):
            i = site(cells, 'AA', a, b)
            pos[i] = a * VEC1 + b * VEC2
            pos[i + 1] = pos[i] + (VEC1 + VEC2) / 3
            for da, db in [(0, 0), (-1, 0), (0, -1)]:
                j = site(cells, 'AB', a + da, b + db)
                h[i, j] = h[j, i] = -T1
    delta = pos[:, None] - pos[None]
    dist2 = np.full((n, n), np.inf)
    for a in (-1, 0, 1):
        for b in (-1, 0, 1):
            dd = delta + cells * (a * VEC1 + b * VEC2)
            dist2 = np.minimum(dist2, (dd**2).sum(-1))
    repulsion = OHNO_SITE / np.sqrt(1 + dist2 * (OHNO_SITE / COULOMB)**2)
    return h, repulsion


def screened_response(h, v):
    e, c = np.linalg.eigh(h)
    chi0 = np.zeros_like(h)
    for o, q in zip(*zero_temperature_grid(40)):
        d = 1 / (o * o + e * e)
        real = (c * (e * d)) @ c.T
        imag = (c * (o * d)) @ c.T
        chi0 += 2 * q * (real**2 - imag**2)
    kernel = np.eye(len(h)) - chi0 @ v
    assert np.linalg.eigvals(kernel).real.min() > 0     # stable ground state
    return np.linalg.solve(kernel, chi0)


# screened response against a self-consistent Hartree calculation
h4, v4 = periodic_cell(4)
chi4 = screened_response(h4, v4)
probe = np.zeros(len(h4))
probe[0] = 1e-3
dn = np.zeros(len(h4))
for _ in range(400):
    c = np.linalg.eigh(h4 + np.diag(probe + v4 @ dn))[1]
    dn += 0.2 * (2 * (c[:, :len(h4) // 2]**2).sum(1) - 1 - dn)
assert np.max(np.abs(dn / probe[0] - chi4[:, 0])) < 1e-5

w_screened = {}
for cells in (10, 16):
    h_cell, v_cell = periodic_cell(cells)
    chi = screened_response(h_cell, v_cell)
    w_screened[cells] = U_SITE**2 * np.array([chi[0, site(cells, *p)] for p in PAIRS])


def filled_energy(h):
    return 2 * np.minimum(np.linalg.eigvalsh(h), 0).sum()


# direct energies of the 16 x 16 cell against the Green-function formulas
g0_16, gp_16 = crystal_green(16, om)
formula_u = all_orders(g0_16, gp_16, wt, U_SITE)
formula_inf = sites_removed(g0_16, gp_16, wt)
n16 = len(h_cell)
e_clean = filled_energy(h_cell)


def energy_shifted(sites):
    d = np.zeros(n16)
    d[sites] = U_SITE
    return filled_energy(h_cell + np.diag(d))


def energy_removed(sites):
    keep = np.setdiff1d(np.arange(n16), sites)
    return filled_energy(h_cell[np.ix_(keep, keep)])


e_one, e_hole = energy_shifted([0]), energy_removed([0])
for p in (0, 1):
    j = site(16, *PAIRS[p])
    assert abs(energy_shifted([0, j]) - 2 * e_one + e_clean - formula_u[p]) < 1e-6
    # logarithmic endpoint of the integrand limits the quadrature here
    assert abs(energy_removed([0, j]) - 2 * e_hole + e_clean - formula_inf[p]) < 2e-3

# ---------- output ----------
print(f"random-lattice pairs tested: {pairs_tested}")
print(f"largest |W/U^2 - chi| there (model units): {worst_difference:.1e}")
print(f"two sites, t=1, U=0.1: W = {w_dimer:.7f}, U^2/4t = {u*u/4:.7f}")
print(f"chain chi at 2 spacings, half filling (1/t): {chain_half:.4f}")
print(f"chain chi at 2 spacings, quarter filling (1/t): {chain_quarter:.4f}")
print(f"graphene hopping: {T1} eV; lattice constant: {A0} angstrom")
print(f"site shift U: {U_SITE} eV")
print("T=0: pair, distance (angstrom), W 2nd order, W all orders,")
print("     W sites removed (eV)")
for p, (kind, a, b) in enumerate(PAIRS):
    print(f"{kind} {distance[p]:.2f} {w2[p]:+.3e} {w_full[p]:+.3e} {w_inf[p]:+.3f}")
print(f"largest mesh+quadrature shift, 2nd order: {100*shift_w2:.3f} %")
print(f"largest mesh+quadrature shift, sites removed: {100*shift_inf:.2f} %")
print(f"U of first sign reversal, closest AB pair: {reverse_ab:.1f} eV")
print(f"U of first sign reversal, closest AA pair: {reverse_aa:.1f} eV")
print(f"doping: {DOPING} eV; second-neighbour hopping: {T2} eV")
print("2nd-order W (eV): pair, distance (angstrom), 300 K, 900 K,")
print("     300 K doped, 300 K with second-neighbour hopping")
for p, (kind, a, b) in enumerate(PAIRS):
    print(f"{kind} {distance[p]:.2f} {w_300[p]:+.3e} {w_900[p]:+.3e} "
          f"{w_doped[p]:+.3e} {w_t2[p]:+.3e}")
print(f"adsorbate level: {LEVEL} eV; coupling: {COUPLING} eV")
print(f"its static site shift: {static_shift:.2f} eV")
print(f"Ohno on-site repulsion: {OHNO_SITE} eV")
print("W (eV): pair, distance (angstrom), adsorbate level,")
print("     screened 10x10 cell, screened 16x16 cell")
for p, (kind, a, b) in enumerate(PAIRS):
    print(f"{kind} {distance[p]:.2f} {w_level[p]:+.3e} "
          f"{w_screened[10][p]:+.3e} {w_screened[16][p]:+.3e}")
print("PASS")
```

Output:

```
random-lattice pairs tested: 264
largest |W/U^2 - chi| there (model units): 8.4e-08
two sites, t=1, U=0.1: W = 0.0024984, U^2/4t = 0.0025000
chain chi at 2 spacings, half filling (1/t): -0.0413
chain chi at 2 spacings, quarter filling (1/t): 0.0478
graphene hopping: 2.7 eV; lattice constant: 2.46 angstrom
site shift U: 0.5 eV
T=0: pair, distance (angstrom), W 2nd order, W all orders,
     W sites removed (eV)
AB 1.42 +7.243e-03 +7.189e-03 -2.707
AA 2.46 -5.897e-04 -5.834e-04 +0.226
AB 2.84 +2.670e-03 +2.653e-03 -1.279
AA 4.92 -1.565e-05 -1.557e-05 +0.021
AB 7.10 +3.392e-04 +3.378e-04 -0.475
AA 7.38 -5.049e-05 -5.020e-05 +0.075
largest mesh+quadrature shift, 2nd order: 0.020 %
largest mesh+quadrature shift, sites removed: 1.03 %
U of first sign reversal, closest AB pair: 9.1 eV
U of first sign reversal, closest AA pair: 9.1 eV
doping: 0.2 eV; second-neighbour hopping: 0.1 eV
2nd-order W (eV): pair, distance (angstrom), 300 K, 900 K,
     300 K doped, 300 K with second-neighbour hopping
AB 1.42 +7.242e-03 +7.241e-03 +7.240e-03 +7.251e-03
AA 2.46 -5.898e-04 -5.911e-04 -5.926e-04 -5.837e-04
AB 2.84 +2.670e-03 +2.669e-03 +2.668e-03 +2.663e-03
AA 4.92 -1.570e-05 -1.647e-05 -1.743e-05 -1.568e-05
AB 7.10 +3.392e-04 +3.378e-04 +3.367e-04 +3.390e-04
AA 7.38 -5.069e-05 -5.333e-05 -5.687e-05 -5.065e-05
adsorbate level: -2.0 eV; coupling: 1.0 eV
its static site shift: 0.50 eV
Ohno on-site repulsion: 10.0 eV
W (eV): pair, distance (angstrom), adsorbate level,
     screened 10x10 cell, screened 16x16 cell
AB 1.42 +1.883e-03 +7.314e-03 +7.321e-03
AA 2.46 -5.998e-05 -5.616e-04 -5.659e-04
AB 2.84 +1.279e-03 +1.767e-03 +1.769e-03
AA 4.92 -1.004e-05 -5.095e-05 -5.113e-05
AB 7.10 +2.449e-04 +1.504e-04 +1.542e-04
AA 7.38 -3.268e-05 -1.771e-05 -2.963e-05
PASS
```
